# Coupling asymmetry from the peak transmission of a single-level contact: a program that tests the result

```python
"""Peak transmission of a single-level contact and the ratio of its widths.

Result under test: for one non-interacting level between two wide-band
electrodes, T(E) = GL*GR/((E-eps)^2 + (GL+GR)^2/4), so a peak of 0.36 means
that the widths GL and GR differ by a factor of nine, in either order.
GL, GR : full coupling widths (eV); GL/hbar is the decay rate into the left
eps    : level energy (eV);  hop : hopping inside the electrode chains (eV)
Energies are in eV and times in hbar/eV unless a name says otherwise.
The independent road is wave matching and time evolution on lattice chains.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar


def lorentz(E, eps, GL, GR):
    return GL * GR / ((E - eps)**2 + (GL + GR)**2 / 4)


def ratio_from_peak(T):
    root = np.sqrt(1 - T)
    return (1 + root) / (1 - root)


def couplings(widths, hop):
    """Level-electrode hoppings that give these widths at the band centre."""
    return np.sqrt(np.array(widths) * hop / 2)


def scatter(E, eps, v, hop, source=0, bypass=0.0):
    """Outgoing amplitudes in all electrodes for a unit wave from 'source'.

    Electrode sites are n = 1, 2, ...; 'bypass' is a direct hopping between
    the end sites of different electrodes, past the level."""
    n = len(v)
    k = np.arccos(-E / (2 * hop))
    out, inc = np.exp(1j * k), np.exp(-1j * k)
    M = np.zeros((n + 1, n + 1), complex)
    b = np.zeros(n + 1, complex)
    for i in range(n):
        M[i, i] = hop
        M[i, n] = -v[i]
        for j in range(n):
            if j != i:
                M[i, j] = -bypass * out
        b[i] = -hop if i == source else bypass * inc
        M[n, i] = v[i] * out
    M[n, n] = E - eps
    b[n] = -v[source] * inc
    return np.linalg.solve(M, b)[:n]


def trans(E, eps, v, hop, bypass=0.0):
    return abs(scatter(E, eps, v, hop, 0, bypass)[1])**2


def lattice_peak(eps, v, hop, bypass=0.0):
    res = minimize_scalar(lambda E: -trans(E, eps, v, hop, bypass),
                          bounds=(eps - 1, eps + 1), method="bounded",
                          options={"xatol": 1e-9})
    return -res.fun


# ---------- inputs and the deduction ----------
T_peak = 0.36
fwhm_in = 1.0
ratio = ratio_from_peak(T_peak)
GL = fwhm_in * ratio / (1 + ratio)
GR = fwhm_in / (1 + ratio)
G = GL + GR

# ---------- line shape against wave matching; error must fall as 1/hop ----
grid = np.linspace(-2, 2, 161)
errors = []
for hop in (100.0, 1000.0):
    v = couplings((GL, GR), hop)
    errors.append(max(abs(trans(E, 0.3, v, hop) - lorentz(E, 0.3, GL, GR))
                      for E in grid))
assert errors[0] < 5e-3 and 8 < errors[0] / errors[1] < 12

# ---------- reflection at resonance and conservation of probability ----------
wide = 1.0e4
v_wide = couplings((GL, GR), wide)
amp = scatter(0.0, 0.0, v_wide, wide)
reflection = amp[0].real
assert abs(amp[0] - (GL - GR) / G) < 1e-8
assert abs(np.sum(abs(amp)**2) - 1) < 1e-8

# ---------- search for the ratio on the lattice, both orderings ----------
def peak_error(log_ratio):
    q = np.exp(log_ratio)
    widths = (q / (1 + q), 1 / (1 + q))
    return lattice_peak(0.3, couplings(widths, 100.0), 100.0) - T_peak


ratio_high = np.exp(brentq(peak_error, np.log(1.5), np.log(100)))
ratio_low = np.exp(brentq(peak_error, -np.log(100), -np.log(1.5)))
assert abs(ratio_high - ratio) < 1e-4
assert abs(ratio_low - 1 / ratio) < 1e-5

# ---------- full width at half maximum ----------
def half(E):
    return trans(E, 0.0, v_wide, wide) - T_peak / 2


fwhm = brentq(half, 0, 3) - brentq(half, -3, 0)
assert abs(fwhm - G) < 1e-3

# ---------- meaning of each width: decay into one electrode alone ----------
def decay_rate(width, hop=100.0, sites=1000):
    off = -hop * np.ones(sites)
    off[0] = -couplings((width,), hop)[0]
    e, u = eigh_tridiagonal(np.zeros(sites + 1), off)
    P = [abs(np.sum(u[0]**2 * np.exp(-1j * e * t)))**2 for t in (1.0, 3.0)]
    return np.log(P[0] / P[1]) / 2


rate_L, rate_R = decay_rate(GL), decay_rate(GR)
assert abs(rate_L / GL - 1) < 0.01 and abs(rate_R / GR - 1) < 0.01

# ---------- current formula: two Fermi seas joined through the level ----------
hop, L, extra = 5.0, 400, 3
v = couplings((GL, GR), hop)
off = -hop * np.ones(2 * L)
off[L - 1], off[L] = -v[0], -v[1]
e, u = eigh_tridiagonal(np.zeros(2 * L + 1), off)
_, lead = eigh_tridiagonal(np.zeros(L), -hop * np.ones(L - 1))
nL, nR = L // 2 + extra, L // 2 - extra
occ = np.zeros((2 * L + 1, nL + nR))
occ[:L, :nL] = lead[:, :nL]
occ[L + 1:, nL:] = lead[:, :nR]
coef = u.T @ occ


def number_right(t):
    psi = u @ (np.exp(-1j * e * t)[:, None] * coef)
    return np.sum(abs(psi[L + 1:])**2)


current_time = (number_right(40.0) - number_right(20.0)) / 20.0
muL = -2 * hop * np.cos((nL + 0.5) * np.pi / (L + 1))
muR = -2 * hop * np.cos((nR + 0.5) * np.pi / (L + 1))
current_T = quad(lambda E: trans(E, 0.0, v, hop), muR, muL)[0] / (2 * np.pi)
assert abs(current_time / current_T - 1) < 0.02

# ---------- equal electrodes of finite bandwidth ----------
hop_real, eps_real = 2.5, 0.5
peak_band = lattice_peak(eps_real, couplings((GL, GR), hop_real), hop_real)
assert abs(peak_band - T_peak) < 1e-7

# ---------- symmetric contact off resonance with the same transmission -------
v_sym = couplings((G / 2, G / 2), wide)
detune_sym = brentq(lambda d: trans(0.0, d, v_sym, wide) - T_peak, 0.01, 3)
assert abs(detune_sym - 2 * G / 3) < 1e-3

# ---------- neglected effects ----------
def thermal(T_kelvin):
    kT = const.k * T_kelvin / const.e
    return quad(lambda x: lorentz(x * kT, 0, GL, GR)
                / (4 * np.cosh(x / 2)**2), -40, 40, points=[0])[0]


T300, T358 = thermal(300.0), thermal(358.0)
bias = 0.1
T_mid = quad(lorentz, -bias / 2, bias / 2, args=(0, GL, GR))[0] / bias
T_pin = quad(lorentz, 0, bias, args=(0, GL, GR))[0] / bias
detuning = 0.2
T_off = lorentz(0, detuning, GL, GR)

G_phase = 0.02
v3 = couplings((GL, GR, G_phase), wide)
from_L = abs(scatter(0.0, 0.0, v3, wide, 0))**2
from_P = abs(scatter(0.0, 0.0, v3, wide, 2))**2
T_phase = from_L[1] + from_L[2] * from_P[1] / (from_P[0] + from_P[1])
assert abs(T_phase - 4 * GL * GR / (G * (G + G_phase))) < 1e-7

barrier, gap_nm = 1.0, 0.5
kappa_nm = np.sqrt(2 * const.m_e * barrier * const.e) / const.hbar * 1e-9
T_direct = np.exp(-2 * kappa_nm * gap_nm)
x_direct = brentq(lambda x: trans(0.0, 1.0, (0.0, 0.0), 100.0, 100.0 * x)
                  - T_direct, 0, 0.5)
T_same = lattice_peak(0.0, couplings((GL, GR), 100.0), 100.0,
                      100.0 * x_direct)
T_separate = T_peak + T_direct

# ---------- on-site repulsion: mean-field onset of a local moment ----------
U_moment = np.pi * G / 2


def filling(level):
    return quad(lambda E: G / (2 * np.pi) / ((E - level)**2 + G**2 / 4),
                -np.inf, 0)[0]


def moment(U):
    m = 0.01
    for _ in range(120):
        m = filling(-U * m / 2) - filling(U * m / 2)
    return m


m_below, m_above = moment(0.8 * U_moment), moment(1.2 * U_moment)
assert abs(m_below) < 1e-4 and m_above > 0.1

# ---------- output ----------
G0 = 2 * const.e**2 / const.h
print(f"Input peak transmission per spin: {T_peak:.2f}")
print(f"Input full width at half maximum: {fwhm_in:.2f} eV")
print(f"Width ratio from formula: {ratio:.4f}")
print(f"Width ratios from lattice search: {ratio_high:.4f}, {ratio_low:.4f}")
print(f"Larger and smaller width: {GL:.3f} eV, {GR:.3f} eV")
print(f"Hopping ratio, equal electrodes: {np.sqrt(ratio):.3f}")
print(f"Reflection amplitude at peak, lattice: {reflection:.4f}")
print(f"Reflection probability at peak: {reflection**2:.4f}")
print(f"Full width at half maximum, lattice: {fwhm:.4f} eV")
print(f"hbar x decay rates, lattice: {rate_L:.4f} eV, {rate_R:.4f} eV")
print(f"Line-shape error, hopping 100 eV: {errors[0]:.2e}")
print(f"Line-shape error, hopping 1000 eV: {errors[1]:.2e}")
print(f"Current per spin, time evolution: {current_time:.5f} eV/hbar (x e)")
print(f"Current per spin, transmission: {current_T:.5f} eV/hbar (x e)")
print(f"Conductance quantum 2e^2/h: {G0*1e6:.2f} uS")
print(f"Peak conductance: {G0*T_peak*1e6:.2f} uS")
print(f"Peak resistance: {1e-3/(G0*T_peak):.2f} kohm")
print(f"Finite band: width {4*hop_real:.1f} eV, level {eps_real:.1f} eV "
      f"above centre, peak {peak_band:.4f}")
print(f"Symmetric contact gives {T_peak:.2f} at detuning: "
      f"{detune_sym:.4f} eV")
print("Neglected effects: apparent transmission, apparent ratio")
for label, value in (
        ("Temperature 300 K", T300),
        ("Temperature 358 K", T358),
        (f"Bias {bias:.1f} V, level midway", T_mid),
        (f"Bias {bias:.1f} V, level pinned", T_pin),
        (f"Level {detuning:.1f} eV off resonance", T_off),
        (f"Phase breaking {G_phase:.2f} eV", T_phase),
        ("Direct tunnelling, same mode", T_same),
        ("Direct tunnelling, separate mode", T_separate),
        ("Peak read 0.01 too low", T_peak - 0.01),
        ("Peak read 0.01 too high", T_peak + 0.01)):
    print(f"  {label}: {value:.4f}, {ratio_from_peak(value):.2f}")
print(f"Direct path: barrier {barrier:.1f} eV, gap {gap_nm:.1f} nm, "
      f"transmission {T_direct:.4f}")
print(f"Mean-field moment threshold: {U_moment:.3f} eV")
print(f"Moment at 0.8 and 1.2 of threshold: {abs(m_below):.4f}, "
      f"{m_above:.4f} (spin-up minus spin-down electrons)")
print("PASS")
```

Running it gives:

```
Input peak transmission per spin: 0.36
Input full width at half maximum: 1.00 eV
Width ratio from formula: 9.0000
Width ratios from lattice search: 9.0000, 0.1111
Larger and smaller width: 0.900 eV, 0.100 eV
Hopping ratio, equal electrodes: 3.000
Reflection amplitude at peak, lattice: 0.8000
Reflection probability at peak: 0.6400
Full width at half maximum, lattice: 1.0000 eV
hbar x decay rates, lattice: 0.9020 eV, 0.1000 eV
Line-shape error, hopping 100 eV: 7.49e-04
Line-shape error, hopping 1000 eV: 7.50e-05
Current per spin, time evolution: 0.02536 eV/hbar (x e)
Current per spin, transmission: 0.02533 eV/hbar (x e)
Conductance quantum 2e^2/h: 77.48 uS
Peak conductance: 27.89 uS
Peak resistance: 35.85 kohm
Finite band: width 10.0 eV, level 0.5 eV above centre, peak 0.3600
Symmetric contact gives 0.36 at detuning: 0.6667 eV
Neglected effects: apparent transmission, apparent ratio
  Temperature 300 K: 0.3569, 9.10
  Temperature 358 K: 0.3557, 9.14
  Bias 0.1 V, level midway: 0.3588, 9.04
  Bias 0.1 V, level pinned: 0.3553, 9.15
  Level 0.2 eV off resonance: 0.3103, 10.80
  Phase breaking 0.02 eV: 0.3529, 9.22
  Direct tunnelling, same mode: 0.3638, 8.88
  Direct tunnelling, separate mode: 0.3660, 8.82
  Peak read 0.01 too low: 0.3500, 9.32
  Peak read 0.01 too high: 0.3700, 8.70
Direct path: barrier 1.0 eV, gap 0.5 nm, transmission 0.0060
Mean-field moment threshold: 1.571 eV
Moment at 0.8 and 1.2 of threshold: 0.0000, 0.4427 (spin-up minus spin-down electrons)
PASS
```
